# How interpolation in collision tables biases stopping and the second transfer moment

A copper ion of 100 keV in copper loses energy to the nuclei it passes. Suppose its scattering angles are tabulated with eight intervals per decade in energy and in impact parameter, and that 100 keV lies about a fifth of the way, on the logarithmic scale, from one energy node to the next. Interpolating the angle makes the mean nuclear energy loss 1.38% too large and the second moment of the transfer 0.14% too large. Interpolating the logarithm of the transfer, from the same stored angles, makes them 1.37% and 2.10% too small. The stored data are identical in the two cases, so the difference arises between the nodes.

## What the table must reproduce

Consider classical elastic collisions of an ion with single atoms at rest, placed at random. Let $p$ be the impact parameter, $a$ the screening length, $b=p/a$, and $\theta$ the centre-of-mass scattering angle. The energy transfer is

$$T=T_m s,\qquad s=\sin^2(\theta/2),$$

where $T_m$ is the head-on transfer. For equal masses $T_m$ is the ion energy $E$. Since $d\sigma=2\pi p\,dp=\pi a^2\,2b\,db$,

$$\int T^n d\sigma=\pi a^2T_m^nM_n,\qquad M_n=2\int_0^\infty s^n b\,db .$$

The case $n=1$ gives stopping and $n=2$ the second transfer moment, which governs straggling. With $x=\ln b$, the measure is $2b\,db=2e^{2x}dx$.

## A case done by hand

For bare Coulomb scattering, $\tan(\theta/2)=1/(2\varepsilon b)$, where $\varepsilon$ is the reduced energy defined below. Put $y=4\varepsilon^2b^2$. Then

$$s=\frac1{1+y},\qquad M_2=\frac1{4\varepsilon^2}\int_0^\infty\frac{dy}{(1+y)^2}=\frac1{4\varepsilon^2}.$$

The variable $z=y/(1+y)=1-s$ has $dz=dy/(1+y)^2$. Averages weighted by their share of $M_2$ are therefore plain averages over $0<z<1$.

Now interpolate a function $f(x)$ linearly between nodes a distance $h$ apart. The error $D=f_{\rm int}-f$ vanishes at both nodes and has $D''=-f''$. Treating $f''$ as constant in the cell, at leading order,

$$D=\tfrac12f''(x-x_i)(x_{i+1}-x).$$

With $x=x_i+qh$, the product averages to $h^2\int_0^1q(1-q)dq=h^2/6$, so the mean error is $h^2f''/12$. A convex function is overestimated because its chord lies above it.

Since $y_x=2y$, we have $z_x=2y/(1+y)^2=2z(1-z)$. Three interpolated quantities can be compared.

**The transfer $s$.** From $s=1-z$, $s_x=-2z(1-z)$ and

$$s_{xx}=-2(1-2z)z_x=-4z(1-z)(1-2z),$$

so $s_{xx}/s=-4z+8z^2$. Its average is $-2+8/3=2/3$.

**Its logarithm.** For $L=\ln s$, $L_x=s_x/s=-2z$ and $L_{xx}=-4z(1-z)$. The relative error of $s$ is the error of $L$, and the average of $L_{xx}$ is $-4(1/2-1/3)=-2/3$.

**The angle.** Differentiating $\tan(\theta/2)\propto e^{-x}$ gives $\theta_x/[2\cos^2(\theta/2)]=-\tan(\theta/2)$, hence $\theta_x=-\sin\theta$ and $\theta_{xx}=\sin\theta\cos\theta$. Because $ds/d\theta=\tfrac12\sin\theta$, $\sin^2\theta=4s(1-s)$ and $\cos\theta=1-2s$,

$$\frac1s\frac{ds}{d\theta}\theta_{xx}=2(1-s)(1-2s)=4z^2-2z,$$

whose average is $4/3-1=1/3$.

The second moment contains $s^2$, and $\delta(s^2)/s^2=2\,\delta s/s$. Multiplying each average by $2h^2/12$ gives

$$\frac{\delta M_2}{M_2}=\frac{h^2}{9}\ (s),\qquad-\frac{h^2}{9}\ (\ln s),\qquad\frac{h^2}{18}\ (\theta).$$

Direct integration of the interpolants with 32 intervals per decade gives coefficients $0.1112$, $-0.1111$ and $0.0556$. The Coulomb first moment diverges logarithmically at large $b$, so stopping needs screening.

## Angles for a screened atom

Let the interaction be $V(R)=Z_1Z_2e^2\Phi(R/a)/R$, with $e^2$ in Gaussian form, and define

$$\varepsilon=\frac{aE_{\rm cm}}{Z_1Z_2e^2}.$$

In the relative motion with initial speed $v$, angular momentum gives $\dot\varphi=vp/R^2$ and energy gives $\dot R^2=v^2[1-V/E_{\rm cm}-p^2/R^2]$. With $r=R/a$, $V/E_{\rm cm}=\Phi/(\varepsilon r)$. The polar angle swept on the inward and outward branches is $\pi-\theta$, hence

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-\Phi(r)/(\varepsilon r)-b^2/r^2}},$$

where the root vanishes at the turning point $r_0$.

At large $b$ this subtracts two nearly equal numbers. To avoid that, set $w=r_0/r$, $\beta=b/r_0$ and $F(w)=w\Phi(r_0/w)/(\varepsilon r_0)$. The turning-point condition is $1=F(1)+\beta^2$, so the radicand becomes

$$1-F(w)-\beta^2w^2=\beta^2(1-w^2)+F(1)-F(w)=\beta^2(1-w^2)(1+q),$$

$$q=\frac{F(1)-F(w)}{\beta^2(1-w^2)}.$$

Since $dr/r^2=-dw/r_0$, the prefactor $b/r_0=\beta$ cancels the $\beta$ from the root. With $w=\cos\alpha$, $dw/\sqrt{1-w^2}$ becomes $d\alpha$ after the limits are reversed. Writing $\pi=2\int_0^{\pi/2}d\alpha$,

$$\theta=2\int_0^{\pi/2}\left[1-\frac1{\sqrt{1+q}}\right]d\alpha
=2\int_0^{\pi/2}\frac{q\,d\alpha}{\sqrt{1+q}\,(1+\sqrt{1+q})}.$$

The last form has no subtraction of the straight path. The example uses the universal screening function

$$\Phi=0.18175e^{-3.1998r}+0.50986e^{-0.94229r}+0.28022e^{-0.4029r}+0.02817e^{-0.20162r}.$$

At $\varepsilon=0.44584$ and $b=0.5$ the integral gives 1.6816706 rad. Integrating Newton's equations from 60 screening lengths away gives the same printed value.

## The general bias

Let the interpolated quantity be $g(s)$. In the impact-parameter direction its mean cell error is $h^2g_{xx}/12$, and

$$g_{xx}=g's_{xx}+g''s_x^2.$$

Converting back to $s$ divides by $g'$. With $s_x=sL_x$ and $s_{xx}=s(L_{xx}+L_x^2)$,

$$\frac{\delta s}{s}=\frac{h^2}{12}(L_{xx}+\kappa L_x^2),\qquad \kappa=1+\frac{sg''}{g'}.$$

For $g=s$, $\kappa=1$. For $g=\ln s$, $g''/g'=-1/s$ and $\kappa=0$. For $g=\theta=2\arcsin\sqrt s$, $g'=[s(1-s)]^{-1/2}$, so

$$\frac{g''}{g'}=-\frac1{2s}+\frac1{2(1-s)},\qquad
\kappa=\frac12+\frac{s}{2(1-s)}=\frac1{2(1-s)}.$$

The energy grid has step $k$ in $u=\ln\varepsilon$. An ion of given energy sits at a definite fraction $t$ of its energy cell, so no average is taken there and the error of $g$ is $k^2t(1-t)g_{uu}/2$. Bilinear interpolation adds the two errors at second order; their mixed effect is of order $h^2k^2$. Let $\langle\cdot\rangle_n$ denote the average over $x$ with weight $s^ne^{2x}$. Since $\delta(s^n)/s^n=n\,\delta s/s$,

$$\boxed{\frac{\delta M_n}{M_n}=n\left[\frac{h^2}{12}\langle L_{xx}+\kappa L_x^2\rangle_n+\frac{k^2t(1-t)}2\langle L_{uu}+\kappa L_u^2\rangle_n\right]}$$

at leading order. This requires a smooth $s$ and steps over which $s$, $b^2$ and the logarithmic slopes of $s$ all change little, in the region that carries the moment.

The law was tested with 64 intervals per decade at $\varepsilon=0.03$, 0.3, 3 and 0.44584, for both moments and all three quantities. The largest difference between measured and predicted relative bias was $0.00037h^2$.

### Signs at an energy node

At $t=0$ the energy term vanishes. Let $W=s^ne^{2x}$, so $W_x=(nL_x+2)W$. For a repulsive potential with exponential screening, $W$ vanishes at both ends: $b^2\to0$ at small $b$, and $s$ decays exponentially at large $b$. Integrating $W_x$ gives

$$0=n\langle L_x\rangle_n+2,\qquad\langle L_x\rangle_n=-\frac2n.$$

Integrating $(L_xW)_x$, which also has vanishing end terms, gives

$$\langle L_{xx}\rangle_n=-n\langle L_x^2\rangle_n-2\langle L_x\rangle_n
=-n\left(\langle L_x^2\rangle_n-\frac4{n^2}\right)=-nV_n,$$

where $V_n$ is the variance of $L_x$. Interpolating $\ln s$ therefore gives

$$\frac{\delta M_n}{M_n}=-\frac{n^2h^2V_n}{12}.$$

Both moments come out low at leading order, even if $\ln s$ is convex in places. For $g=s$, use $\langle L_x^2\rangle_n=V_n+4/n^2$:

$$\frac{\delta M_1}{M_1}=\frac{h^2}{3},\qquad\frac{\delta M_2}{M_2}=\frac{h^2}{6}(1-V_2).$$

The potential has dropped out of the first result but not the second.

For the copper ion $V_1=1.579$ and $V_2=0.558$. The logarithmic coefficients are $-1.579/12=-0.132$ and $-4(0.558)/12=-0.186$; those for $s$ are 0.333 and $(1-0.558)/6=0.074$. For the angle, the averages evaluated numerically give 0.134 and 0.016. The nearly opposite stopping errors of angle and logarithm are a numerical coincidence at this energy, not an identity. Since $\kappa\ge1/2$ for the angle, its stopping coefficient is at least $[-V_1+(V_1+4)/2]/12=(4-V_1)/24$. At $\varepsilon=3$, where $V_1=0.978$, this bound is 0.126, while the logarithmic coefficient is $-0.978/12=-0.081$.

As $\varepsilon$ rises from 0.03 to 3, $V_2$ falls from 0.768 to 0.424. Its Coulomb value follows from $L_x=-2z$ with $z$ uniform: $V_2=4/12=1/3$. This limit returns the hand-derived biases.

### Why rescaling does not cure the table

The $h^2/3$ result for $s$ has a finite-step form. Linear interpolation is a sum of hat functions, each equal to one at its node and zero at the neighbours. The weight integral of one hat, relative to its node, is

$$\int_{-h}^{h}\left(1-\frac{|\xi|}{h}\right)e^{2\xi}d\xi
=2\int_0^h\left(1-\frac{\xi}{h}\right)\cosh2\xi\,d\xi.$$

Integrating by parts, the end terms vanish and leave

$$\frac1h\int_0^h\sinh2\xi\,d\xi=\frac{\cosh2h-1}{2h}=\frac{\sinh^2h}{h}.$$

Thus the table gives

$$M_1^{\rm table}=\left(\frac{\sinh h}{h}\right)^2\,2h\sum_i s_ib_i^2.$$

The sum is the trapezoidal approximation to $M_1$. Its Euler–Maclaurin end corrections vanish for a smooth integrand that dies out with its derivatives at both ends, leaving a small sampling error. At $\varepsilon=0.1$, an energy node, with four intervals per decade, the measured ratio is 1.115462 and the factor is 1.115454.

At an energy node, dividing every interpolated $s$ by this factor repairs stopping, but it divides the second moment by the factor squared. Between energy nodes, the error of interpolating in energy remains in the stopping too. The leading second-moment bias at a node becomes

$$\frac{h^2}{6}(1-V_2)-\frac{2h^2}{3}=-\frac{h^2}{6}(3+V_2),$$

which is larger in magnitude, since $|1-V_2|\le1+V_2<3+V_2$. In the same coarse table it goes from $+2.06\%$ to $-17.97\%$. Correct stopping is therefore no evidence of correct straggling.

## Choosing the spacing

Take $h=k$ and write the bias as $h^2[A_n+B_nt(1-t)]$. Since $0\le t(1-t)\le1/4$ and the expression is linear in that product, its extremes lie at an energy node or a cell centre. The procedure is:

1. Compute $A_n$ and $B_n$ over the energy range from finely sampled angles.
2. Let $C$ be the largest value of $|A_n|$ and $|A_n+B_n/4|$, for both moments.
3. For a relative tolerance $\tau$, choose $h\le\sqrt{\tau/C}$.
4. Build the table and compare its integrated moments with independently integrated ones at nodes and cell centres.

For $0.01\le\varepsilon\le10$, $10^{-4}\le b\le10^2$ and $\tau=0.1\%$, a survey of 13 energies gives $C=0.298$ for the angle. Then $h=\sqrt{0.001/0.298}=0.058$, and $\ln10/h$ rounds up to 40 intervals per decade. Three decades of energy and six of impact parameter require $121\times241=29161$ entries.

| Interpolated quantity | Intervals per decade | Worst $M_1$ error | Worst $M_2$ error |
|---|---:|---:|---:|
| $\theta$ | 40 | 0.098% | 0.034% |
| $s$ | 58 | 0.100% | 0.036% |
| $\ln s$ | 42 | 0.083% | 0.100% |

These are the largest relative errors at the nodes and centres of 13 sampled energy cells. The angle needs the fewest entries here, though its advantage over $\ln s$ is small. Stopping limits the first two choices, and the second moment limits the logarithm.

The constant $C$ belongs to its energy range. At high energy, cutting the Coulomb integral off at a fixed $b_c$ of order one gives $M_1\simeq\ell/(2\varepsilon^2)$ with $\ell=\ln(2\varepsilon b_c)$. Since $\ell_u=1$, two derivatives of $e^{-2u}\ell$ give $M_{1,uu}/M_1=4(1-1/\ell)$. When $s$ is interpolated, $M_1$ itself is interpolated linearly in $u$, so the cell-centre coefficient is

$$\frac13+\frac18\frac{M_{1,uu}}{M_1}\simeq\frac13+\frac12\left(1-\frac1\ell\right).$$

It rises slowly towards $5/6$, above the 0.632 found for $s$ up to $\varepsilon=10$. Extending a table interpolated in $s$ upward therefore requires a new $C$. The angle table needs one too: its cell-centre stopping coefficient grows from 0.298 at $\varepsilon=10$ to about 0.35 at $\varepsilon=100$.

The rule also presumes that the grid covers the impact parameters that matter. At high energy this needs $2\varepsilon b_{\min}\ll1$. An attractive well can make $\theta$ pass through zero at finite $b$, where $\ln s$ diverges; the logarithmic choice then fails.

## Copper ions in copper

For $Z=29$ the screening length is $a=0.8854a_0/(2Z^{0.23})=0.01080$ nm, with $a_0$ the Bohr radius. Equal masses give $E_{\rm cm}=E/2$, hence $\varepsilon=0.446$ at 100 keV. Integration gives $M_1=0.7781$ and $M_2=0.2546$. Setting the fcc lattice constant of the model to 0.361 nm gives $N=4/(0.361)^3=85.0$ atoms/nm$^3$; the less rounded 0.3615 nm would lower $N$ and both rates below by 0.4%. The nuclear stopping and straggling rates are

$$N\pi a^2EM_1=2.42\times10^3\ {\rm eV/nm}=2.42\ {\rm keV/nm},$$

$$N\pi a^2E^2M_2=7.93\times10^7\ {\rm eV^2/nm}.$$

The opening errors can now be reconstructed. Eight intervals per decade give $h=0.2878$ and $h^2=0.0828$. With energy nodes counted from $\varepsilon=0.01$, the ion lies at $t=0.193$, so $t(1-t)=0.156$. For angle interpolation,

$$\frac{\delta M_1}{M_1}\simeq0.0828[0.1340+0.1969(0.156)]=1.36\%,$$

$$\frac{\delta M_2}{M_2}\simeq0.0828[0.0164-0.0114(0.156)]=0.12\%.$$

The measured values are 1.38% and 0.14%; the remainder comes from higher orders in the step.

Consider a layer of thickness $\Delta x$ with independently placed atoms, thin enough that the path can be taken as straight and the cross section held at its value for the entrance energy. The number of collisions with transfers in $dT$ is Poisson distributed with mean $N\Delta x\,d\sigma$. Its variance equals its mean. Each such collision contributes $T$ to the loss and hence $T^2$ to the variance per unit mean number. Summing over the independent transfer intervals,

$$\overline{\Delta E}=N\Delta x\int T\,d\sigma,\qquad
{\rm Var}(\Delta E)=N\Delta x\int T^2d\sigma.$$

For 1 nm these formulas give a mean of 2.42 keV and a standard deviation of 8.90 keV. They are leading-order estimates in the thickness. A close collision lowers the ion's energy, which changes the cross section for the next atom, and it also turns the ion, which lengthens its path through the layer. The formulas ignore both effects. Under the same assumptions, sampling 200,000 layers through the 40-interval angle table gives 2.45 and 8.92 keV. The standard error of the sampled mean is $8917/\sqrt{200000}=20$ eV, so its 23 eV excess is compatible with chance. A standard deviation larger than the mean of a non-negative loss shows that the distribution is far from a narrow Gaussian: rare close collisions carry much of the variance.

The sampling uses a disc of radius $p_{\max}=N^{-1/3}/\sqrt\pi=0.128$ nm, or $b_{\max}=11.9$. More distant collisions supply 0.007% of $M_1$. If a simulation fixes the number of collisions instead of drawing it from a Poisson law, the variance per collision is $\langle T^2\rangle-\langle T\rangle^2$. Uniform sampling of the disc gives $\langle s^n\rangle=M_n/b_{\max}^2$, so the fractional reduction is $M_1^2/(b_{\max}^2M_2)=1.7\%$. That exceeds the table's 0.1% tolerance, so the collision-number rule must be specified too.

A real copper target is not a random elastic medium. The Lindhard–Scharff estimate of electronic stopping is 0.74 keV/nm, 30% of the nuclear value and absent from it. Replacing the universal potential by the Molière potential with the Firsov screening length lowers nuclear stopping by 5% and the straggling rate by 8%. Crystal order matters most for ions aligned with atomic rows: the channelling angle is roughly 7° (Lindhard's low-energy formula) to 8.5° (a continuum estimate with the universal potential) for the close-packed ⟨110⟩ rows and smaller for rows with wider spacing, and within it the random-target rates should not be used. A drop in energy equal to the mean nuclear loss in 1 nm changes the straggling rate by $-1.9\%$. A 0.1% table therefore makes interpolation a minor error within the chosen model; it does not make the physical stopping accurate to 0.1%.

## Table of computed values

```
Cu ion energy: 100.0 keV; atomic number: 29
Cu lattice constant (rough input): 0.361 nm
Atomic density: 85.023 nm^-3
Screening length: 0.010798 nm; reduced energy: 0.44584
Angle at b=0.5: 1.6816706 rad
Trajectory angle at b=0.5: 1.6816706 rad
Moments M1, M2: 0.778059, 0.254587 (dimensionless)
Reduced stopping, integral and fit: 0.34689, 0.34915
Nuclear stopping: 2423.36 eV/nm = 2.4234 keV/nm
Nuclear straggling rate: 7.92943e+07 eV^2/nm
eps=0.03000: slope variances V1,V2=2.50943,0.76792
eps=0.30000: slope variances V1,V2=1.71880,0.59204
eps=3.00000: slope variances V1,V2=0.97753,0.42419
eps=0.44584: slope variances V1,V2=1.57945,0.55848
angle h^2 coefficients n=1,2: 0.13400, 0.01641
angle k^2 t(1-t) coefficients: 0.19688, -0.01144
sin2 h^2 coefficients n=1,2: 0.33335, 0.07360
sin2 k^2 t(1-t) coefficients: 0.47566, 0.08747
log h^2 coefficients n=1,2: -0.13162, -0.18616
log k^2 t(1-t) coefficients: -0.22502, -0.44885
Largest bias-law residual / h^2: 0.00037
Coulomb n=2 angle bias / h^2: 0.055570
Coulomb n=2 sin2 bias / h^2: 0.111184
Coulomb n=2 log bias / h^2: -0.111054
Coarse table: 8 intervals/decade, energy fraction 0.19345
angle measured M1,M2 bias: 1.3808, 0.1409 %
angle predicted M1,M2 bias: 1.3646, 0.1211 %
sin2 measured M1,M2 bias: 3.3990, 0.7590 %
sin2 predicted M1,M2 bias: 3.3763, 0.7228 %
log measured M1,M2 bias: -1.3682, -2.1027 %
log predicted M1,M2 bias: -1.3812, -2.1224 %
4/decade, eps=0.1, linear M1 ratio: 1.115462
Hat-function M1 ratio: 1.115454
M2 bias before,after rescaling: 2.063, -17.971 %
Log M1,M2 bias there: -5.552, -7.111 %
Design tolerance: 0.10 %
angle design: C=0.29798, 40/decade, 29161 entries
angle worst M1,M2: 0.0984, 0.0341 %
sin2 design: C=0.63230, 58/decade, 61075 entries
sin2 worst M1,M2: 0.0995, 0.0356 %
log design: C=0.33193, 42/decade, 32131 entries
log worst M1,M2: 0.0830, 0.0995 %
Layer: 1.0 nm; cell radius: 0.12831 nm; b_max=11.882
Mean collision number: 4.3972
Mean loss theory,sample: 2423.2, 2446.1 eV
Loss std theory,sample: 8904.7, 8917.4 eV
Fixed-number variance reduction: 1.684 %
Distant M1,M2 shares: 0.0071, 1.39e-08 %
Electronic stopping estimate: 737.1 eV/nm
Electronic/nuclear stopping: 30.42 %
Electron straggling bound/nuclear: 0.01238 %
Channelling angle estimate: 7.24 degrees
Stopping,straggling change after mean loss: 0.143, -1.930 %
Moliere stopping,straggling change: -5.22, -7.85 %
Reduced quantum wavelength / screening length: 3.359e-04
```
